# Klein-Zone Transmission Through the Sauter Step: Exact Result and Limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: the exact transmission probability

### The physical situation

An electron moves towards a region where its potential energy rises by more than $2mc^2$. Suppose its total energy $E$ lies more than $mc^2$ below the top of the rise. Beyond the rise there are then propagating states with the same total energy $E$, but their kinetic part $E-V$, rest energy included, is negative. The Dirac equation connects these states to the incoming ones, so the electron can be transmitted where one might expect complete reflection. If the rise is abrupt, the transmission probability is not exponentially suppressed: it is small only when the wave number on one side or both is small, that is, near the edges of this energy range or for a rise barely above $2mc^2$. If the rise is a long ramp with a weak slope, the electron must tunnel through a wide region in which its momentum is imaginary, and transmission is exponentially rare.

A potential step with a hyperbolic-tangent profile contains both situations and can be solved in closed form. It shows how the two regimes join. It also shows that, even for an electron with energy $E=V_0/2$ at the middle of the range, a ramp wider than the Compton length is not by itself enough to produce the familiar exponential $\exp(-\pi m^2c^3/\hbar F)$, where $F$ is the peak force: the step must be high as well.

### Assumptions and notation

The electron has mass $m$, and its potential energy is static and depends on $z$ alone:

$$V(z)=\frac{V_0}{2}\left[1+\tanh\frac za\right],\qquad V_0>2mc^2,\quad a>0. \tag{1}$$

The slope is $V'(z)=(V_0/2a)\,\mathrm{sech}^2(z/a)$. The force on the electron points towards $-z$, and its greatest magnitude, at $z=0$, is

$$F=\frac{V_0}{2a}. \tag{2}$$

The momentum transverse to $z$ is zero. The field is external: the electron does not act back on it. The equation is treated as a one-particle wave equation, and "transmission" refers to its currents. In the many-particle theory the states beyond a step with $V_0>2mc^2$ belong to the negative-energy continuum, which is filled in the vacuum. The quantity $T$ found below is then the mean number of electron–positron pairs created per state in this energy range, not the probability that an added electron crosses the step. The energy lies in the Klein zone $mc^2<E<V_0-mc^2$. All quantities below except $F$, $V$ and energies are expressed through inverse lengths:

$$\mu=\frac{mc}{\hbar},\quad \omega=\frac{V_0}{\hbar c},\quad \varepsilon=\frac{E}{\hbar c},\quad \bar\varepsilon=\omega-\varepsilon,\quad \kappa(z)=\frac{E-V(z)}{\hbar c}.$$

The reduced Compton length is $1/\mu$. In the Klein zone both $\varepsilon$ and $\bar\varepsilon$ exceed $\mu$, so the asymptotic wave numbers

$$k_1=\sqrt{\varepsilon^2-\mu^2},\qquad k_2=\sqrt{\bar\varepsilon^2-\mu^2} \tag{3}$$

are real and positive. Since $k_1<\varepsilon$ and $k_2<\bar\varepsilon$, we have $\omega>k_1+k_2$, which is used repeatedly.

**Theorem 1.** Let $T$ be the transmitted current divided by the incident current, with the transmitted wave chosen so that its group velocity points away from the step. Then

$$T=\frac{\sinh(\pi ak_1)\,\sinh(\pi ak_2)}{\sinh\left[\frac{\pi a}{2}(\omega+k_1-k_2)\right]\sinh\left[\frac{\pi a}{2}(\omega-k_1+k_2)\right]}, \tag{4}$$

and the reflection probability is

$$R=1-T=\frac{\sinh\left[\frac{\pi a}{2}(\omega-k_1-k_2)\right]\sinh\left[\frac{\pi a}{2}(\omega+k_1+k_2)\right]}{\sinh\left[\frac{\pi a}{2}(\omega+k_1-k_2)\right]\sinh\left[\frac{\pi a}{2}(\omega-k_1+k_2)\right]}. \tag{5}$$

The proof uses three lemmas.

### Two components, and the current

**Lemma 1.** The Dirac equation reduces to

$$u'=i\kappa u-i\mu v,\qquad v'=-i\kappa v+i\mu u, \tag{6}$$

with conserved current $j=c(|u|^2-|v|^2)$, and $u$ obeys

$$u''+(\kappa^2-\mu^2-i\kappa')u=0. \tag{7}$$

*Proof.* The equation is $(-i\hbar c\,\alpha_z\partial_z+\beta mc^2+V)\psi=E\psi$. The spin matrix $\Sigma_z$ commutes with $\alpha_z$ and $\beta$, so the four components split into two independent pairs, one for each spin direction. Within a pair, $\alpha_z$ and $\beta$ are anticommuting $2\times2$ matrices with unit square. We may therefore choose a basis in which $\alpha_z$ is the Pauli matrix $\sigma_z$ and $\beta$ is $\sigma_x$. Dividing by $\hbar c$ gives

$$-iu'+\mu v=\kappa u,\qquad iv'+\mu u=\kappa v.$$

Solving for the derivatives gives (6). The current $c\psi^\dagger\alpha_z\psi$ is $c(|u|^2-|v|^2)$. To see that it is constant, use (6):

$$(|u|^2)'=2\,\mathrm{Re}(u^*u')=2\mu\,\mathrm{Im}(u^*v),$$
$$(|v|^2)'=2\,\mathrm{Re}(v^*v')=-2\mu\,\mathrm{Im}(v^*u)=2\mu\,\mathrm{Im}(u^*v).$$

The two derivatives are equal, so the difference $|u|^2-|v|^2$ does not change.

For (7), the first equation of (6) gives $\mu v=\kappa u+iu'$. Differentiate that first equation and insert $v'$:

$$u''=i\kappa'u+i\kappa u'-i\mu v'=i\kappa'u+i\kappa u'-\mu\kappa v+\mu^2u.$$

Replacing $\mu v$ by $\kappa u+iu'$ turns the third term into $-\kappa^2u-i\kappa u'$. The terms in $u'$ cancel, leaving $u''=(i\kappa'-\kappa^2+\mu^2)u$. $\square$

**Lemma 2.** Where $V$ is constant, a wave $u=Ce^{iqz}$ with $q^2=\kappa^2-\mu^2$ carries the current

$$j=\frac{2cq}{\kappa+q}|C|^2. \tag{8}$$

In the Klein zone, the wave on the far right with group velocity towards $+z$ is $e^{-ik_2z}$.

*Proof.* From $\mu v=\kappa u+iu'$ we get $\mu v=(\kappa-q)u$. Because $\mu^2=(\kappa-q)(\kappa+q)$,

$$1-\frac{|v|^2}{|u|^2}=1-\frac{(\kappa-q)^2}{\mu^2}=1-\frac{\kappa-q}{\kappa+q}=\frac{2q}{\kappa+q}.$$

On the far right $\kappa=-\bar\varepsilon$ is negative, so the dispersion relation is $E=V_0-\hbar c\sqrt{q^2+\mu^2}$. The group velocity is

$$\frac1\hbar\frac{dE}{dq}=-\frac{cq}{\sqrt{q^2+\mu^2}}=-\frac{cq}{\bar\varepsilon},$$

which is positive for $q=-k_2$. $\square$

The transmitted electron thus moves to the right while its momentum $-\hbar k_2$ points to the left. Equation (8) with $\kappa=-\bar\varepsilon$ and $q=-k_2$ gives the current $2ck_2|C|^2/(\bar\varepsilon+k_2)$, which is positive, as it should be. On the far left $\kappa=\varepsilon$, and the incident wave $e^{ik_1z}$ carries $2ck_1|C|^2/(\varepsilon+k_1)$.

### The exact wave function

**Lemma 3.** Let $\xi=V/V_0$, and set

$$A=\frac{iak_1}{2},\qquad B=\frac{iak_2}{2},\qquad \nu=\frac{a\omega}{2}.$$

The solution with $u\to e^{-ik_2z}$ on the far right is

$$u=\xi^A(1-\xi)^B\,{}_2F_1(\lambda,\rho;\gamma;1-\xi), \tag{9}$$

where $\lambda=A+B-i\nu$, $\rho=A+B+1+i\nu$ and $\gamma=1+2B$. On the far left, the coefficient of $e^{ik_1z}$ in $u$ is

$$I=\frac{\Gamma(1+2B)\,\Gamma(-2A)}{\Gamma(1+B-A+i\nu)\,\Gamma(B-A-i\nu)}. \tag{10}$$

*Proof of (9).* From (1), $\xi=1/(1+e^{-2z/a})$. Since $4\xi(1-\xi)=\mathrm{sech}^2(z/a)$,

$$\frac{d\xi}{dz}=\frac2a\,\xi(1-\xi),\qquad \kappa=\varepsilon-\omega\xi,\qquad \kappa'=-\frac{2\omega}{a}\,\xi(1-\xi).$$

Write $D=\xi(1-\xi)\,d/d\xi$, so that $d/dz=(2/a)D$. Multiplying (7) by $a^2/4$ gives

$$D^2u+\left[\frac{a^2}{4}(\kappa^2-\mu^2)+i\nu\,\xi(1-\xi)\right]u=0.$$

The function $\kappa^2-\mu^2$ is a quadratic polynomial in $\xi$ with leading coefficient $\omega^2$, equal to $k_1^2$ at $\xi=0$ and to $k_2^2$ at $\xi=1$. These three facts determine it:

$$\kappa^2-\mu^2=k_1^2(1-\xi)+k_2^2\xi-\omega^2\xi(1-\xi).$$

With $a^2k_1^2/4=-A^2$ and $a^2k_2^2/4=-B^2$ the equation becomes

$$D^2u+\left[-A^2(1-\xi)-B^2\xi+(i\nu-\nu^2)\xi(1-\xi)\right]u=0. \tag{11}$$

Now put $u=\xi^A(1-\xi)^Bf$ and $S=A+B$. Applying $D$ to the prefactor multiplies it by $g=A(1-\xi)-B\xi=A-S\xi$. Hence $D^2u$ equals the prefactor times

$$D^2f+2g\,Df+(Dg+g^2)f.$$

Here $Dg=-S\xi(1-\xi)$. The polynomial $g^2$ has leading coefficient $S^2$ and end values $A^2$ and $B^2$, so $g^2=A^2(1-\xi)+B^2\xi-S^2\xi(1-\xi)$. The terms in $A^2$ and $B^2$ cancel against those in (11). Using $D^2f=\xi(1-\xi)[\xi(1-\xi)f''+(1-2\xi)f']$ and dividing by $\xi(1-\xi)$, we find

$$\xi(1-\xi)f''+[1+2A-(2S+2)\xi]f'-[S(S+1)-i\nu+\nu^2]f=0.$$

Let $s=1-\xi$. The first derivative changes sign, and its coefficient becomes $1+2B-(2S+2)s$:

$$s(1-s)f_{ss}+[1+2B-(2S+2)s]f_s-[S(S+1)-i\nu+\nu^2]f=0.$$

This is the hypergeometric equation with parameters $\lambda,\rho,\gamma$. Indeed $\lambda+\rho+1=2S+2$, and

$$\lambda\rho=(S-i\nu)(S+1+i\nu)=S(S+1)-i\nu+\nu^2.$$

Its solution that is regular at $s=0$ is the series ${}_2F_1(\lambda,\rho;\gamma;s)$, equal to 1 there. On the far right $s\approx e^{-2z/a}$, so $s^B\to e^{-2Bz/a}=e^{-ik_2z}$, the required wave.

*Proof of (10).* On the far left $\xi\approx e^{2z/a}$, so $\xi^A\to e^{ik_1z}$ and $\xi^{-A}\to e^{-ik_1z}$. We need the coefficient of $\xi^A$. Treat $A$ in (11) as a free complex parameter and first give it a small negative real part. Then $\xi^A$ dominates $\xi^{-A}$ as $\xi\to0$, and by (9) its coefficient is ${}_2F_1(\lambda,\rho;\gamma;1)$. Euler's integral, obtained by expanding $(1-st)^{-\lambda}$ in powers of $s$ and integrating term by term, reads

$${}_2F_1(\lambda,\rho;\gamma;s)=\frac{\Gamma(\gamma)}{\Gamma(\rho)\Gamma(\gamma-\rho)}\int_0^1t^{\rho-1}(1-t)^{\gamma-\rho-1}(1-st)^{-\lambda}dt.$$

It converges because $\mathrm{Re}\,\rho=1+\mathrm{Re}\,A$ and $\mathrm{Re}(\gamma-\rho)=-\mathrm{Re}\,A$ are both positive. Since $\mathrm{Re}\,\lambda<0$, the last factor has modulus at most 1, so the limit $s\to1$ may be taken under the integral. What remains is a beta integral:

$${}_2F_1(\lambda,\rho;\gamma;1)=\frac{\Gamma(\gamma)\Gamma(\gamma-\lambda-\rho)}{\Gamma(\gamma-\lambda)\Gamma(\gamma-\rho)}.$$

Inserting the parameters gives (10). Near a nonzero imaginary $A$, the solution $u$ and the two local solutions that start as $\xi^{\pm A}$ depend continuously on $A$, and so does the coefficient. Letting the real part go to zero proves (10) for the physical value. $\square$

### Proof of Theorem 1

The transmitted amplitude is 1 and the incident amplitude is $I$. By Lemma 2,

$$T=\frac{k_2}{\bar\varepsilon+k_2}\,\frac{\varepsilon+k_1}{k_1}\,\frac1{|I|^2}. \tag{12}$$

For real $x\ne0$, the reflection formula $\Gamma(w)\Gamma(1-w)=\pi/\sin\pi w$ at $w=ix$ gives

$$|\Gamma(ix)|^2=\frac{\pi}{x\sinh\pi x},\qquad |\Gamma(1+ix)|^2=\frac{\pi x}{\sinh\pi x}.$$

Define $X=\frac a2(\omega-k_1+k_2)$ and $Y=\frac a2(\omega+k_1-k_2)$, both positive. The arguments in (10) are $1+iak_2$ and $-iak_1$ above, $1+iX$ and $-iY$ below. Therefore

$$\frac1{|I|^2}=\frac{\pi X}{\sinh\pi X}\,\frac{\pi}{Y\sinh\pi Y}\,\frac{\sinh\pi ak_2}{\pi ak_2}\,\frac{ak_1\sinh\pi ak_1}{\pi}
=\frac{X}{Y}\,\frac{k_1}{k_2}\,\frac{\sinh\pi ak_1\sinh\pi ak_2}{\sinh\pi X\sinh\pi Y}.$$

In (12) the factors $k_1/k_2$ cancel. The remaining algebraic factor is 1 because

$$(\varepsilon+k_1)(\omega-k_1+k_2)=(\bar\varepsilon+k_2)(\omega+k_1-k_2). \tag{13}$$

To check this, write $\omega=\varepsilon+\bar\varepsilon$. The left side is $(\varepsilon+k_1)(\varepsilon-k_1)+(\varepsilon+k_1)(\bar\varepsilon+k_2)$, and its first product is $\mu^2$. The right side gives the same sum. This proves (4).

The reflected wave carries its current to the left, so current conservation means $R=1-T$. Use $\sinh(x+y)\sinh(x-y)=\sinh^2x-\sinh^2y$ with

$$w=\tfrac{\pi a\omega}{2},\qquad \sigma=\tfrac{\pi a}{2}(k_1+k_2),\qquad \delta=\tfrac{\pi a}{2}(k_1-k_2).$$

The numerator of (4) is $\sinh^2\sigma-\sinh^2\delta$ and the denominator is $\sinh^2w-\sinh^2\delta$. Their difference is $\sinh^2w-\sinh^2\sigma$, the numerator of (5). $\square$

**Remark 1 (the other branch).** If the wave on the right were taken as $e^{+ik_2z}$, the derivation would hold with $k_2$ replaced by $-k_2$. The ratio of currents would become $-T/R$, so the reflected fraction would be $1+T/R=1/R$, which exceeds 1. This is the Klein paradox. That solution contains a wave arriving from the right, so it does not describe an electron sent in from the left alone.

**Remark 2 (a numerical case).** Take $V_0=3mc^2$, $E=1.3mc^2$ and $a=0.8/\mu$. In units of $\mu$, $k_1=\sqrt{1.3^2-1}=0.8307$ and $k_2=\sqrt{1.7^2-1}=1.3748$. Direct integration of the Dirac equation, in a matrix representation other than the one used here, gives $T=0.13383$ and $R=0.86617$, and (4) gives the same $T$. The other branch gives a reflected fraction of $1.1545$, in agreement with $1/0.86617$.

## Second half: from the sharp step to the wide ramp

### Symbols and results carried over

The potential energy rises from 0 to $V_0>2mc^2$ as $\frac12V_0[1+\tanh(z/a)]$, with peak force $F=V_0/2a$. The inverse lengths are $\mu=mc/\hbar$, $\omega=V_0/\hbar c$, $\varepsilon=E/\hbar c$ and $\bar\varepsilon=\omega-\varepsilon$. The wave numbers far to the left and right are $k_1=\sqrt{\varepsilon^2-\mu^2}$ and $k_2=\sqrt{\bar\varepsilon^2-\mu^2}$, with $\omega>k_1+k_2$. For zero transverse momentum and $mc^2<E<V_0-mc^2$, the transmission probability $T$ is given by (4) and the reflection probability $R=1-T$ by (5). Two further symbols are useful:

$$F_c=\frac{m^2c^3}{\hbar},\qquad \eta=\sqrt{1-\left(\frac{2mc^2}{V_0}\right)^2}. \tag{14}$$

$F_c$ is the critical force, which does the work $mc^2$ over one reduced Compton length. Its value is $0.2120$ N, corresponding to an electric field of $1.323\times10^{18}$ V/m. The number $\eta$ lies between 0 and 1 and measures the height of the step: it is near 0 when the Klein zone has just opened and near 1 when $V_0\gg2mc^2$.

The transmission and reflection probabilities of the hyperbolic-tangent step are now known exactly throughout the Klein zone, for zero transverse momentum. What remains is to derive their sharp-step and wide-ramp limits and to find when the exponential $\exp(-\pi m^2c^3/\hbar F)$ is a good approximation.

All numerical values are calculated from the stated model.
